# Nonrelativistic Born Dipole Bremsstrahlung from the Acceleration Matrix Element

An electron with velocity $\mathbf v$ passes a fixed, bare point charge $Z$, emits one photon of angular frequency $\omega$, and leaves with velocity $\mathbf v'$. Hartree atomic units are used, with $\hbar=m=e=1$ and $c=1/\alpha$, where $\alpha$ is the fine-structure constant. The electron has charge $-1$. Because its mass is 1, its initial and final momenta are $\mathbf p=\mathbf v$ and $\mathbf p'=\mathbf v'$. The centre is too heavy to take up energy, so energy conservation reads

$$\omega=E-E'=\frac{v^2-v'^2}{2}.$$

The electron moves in the potential energy $V=-Z/r$, and its Hamiltonian is $H=\hat{\mathbf p}^2/2+V$. The quantity sought is $d\sigma/d\omega$, the cross section per unit photon energy, summed over the photon's polarization and direction and over the direction of the outgoing electron. The motion is nonrelativistic, $v\ll c$, and spin plays no part. The result will be

$$\frac{d\sigma}{d\omega}=\frac{16}{3}\,Z^2\alpha r_e^2\,\frac{1}{\beta^2\omega}\,\ln\frac{v+v'}{v-v'},\qquad \beta=\frac vc,$$

where $r_e$ is the classical electron radius. If the speed in the denominator is measured in units of $c$, $\beta^2$ may be written as $v^2$. The logarithm contains a ratio of speeds and does not depend on their unit.

The first ingredient is the rate of photon emission. In a box of volume $\mathcal V$, one mode of the radiation field with wave vector $\mathbf k$ and polarization vector $\mathbf e$ has the vector potential

$$\mathbf A=N\left(\mathbf e\,a\,e^{i\mathbf k\cdot\mathbf r}+\mathbf e^*a^\dagger e^{-i\mathbf k\cdot\mathbf r}\right).$$

The constant $N$ follows from the field energy. The electric field is $-\dot{\mathbf A}/c$, and the electric and magnetic parts together give the energy $\mathcal V\omega^2N^2(aa^\dagger+a^\dagger a)/(4\pi c^2)$. This must equal $\omega(aa^\dagger+a^\dagger a)/2$, so $N^2=2\pi c^2/(\mathcal V\omega)$.

For charge $-1$ the kinetic energy is $(\hat{\mathbf p}+\mathbf A/c)^2/2$. Its part linear in the field is $\hat{\mathbf p}\cdot\mathbf A/c$ when $\nabla\cdot\mathbf A=0$. The part quadratic in $\mathbf A$ changes the photon number by zero or two, so it does not contribute to one-photon emission in first order. In the dipole approximation $e^{-i\mathbf k\cdot\mathbf r}$ is replaced by 1. The squared coupling is then

$$\frac{N^2}{c^2}\,|\mathbf e^*\!\cdot\mathbf p_{fi}|^2=\frac{2\pi}{\mathcal V\omega}\,|\mathbf e^*\!\cdot\mathbf p_{fi}|^2,\qquad \mathbf p_{fi}=\langle f|\hat{\mathbf p}|i\rangle .$$

The number of modes per polarization in $d\omega\,d\Omega_k$ is $\mathcal V\omega^2d\omega\,d\Omega_k/[(2\pi)^3c^3]$. The golden rule multiplies the squared coupling by $2\pi$ and by the density of modes at the frequency fixed by energy conservation:

$$w=2\pi\,\frac{2\pi}{\omega}\,\frac{\omega^2}{(2\pi)^3c^3}\int d\Omega_k\sum_{\mathbf e}|\mathbf e^*\!\cdot\mathbf p_{fi}|^2 .$$

The two polarization vectors and the photon direction $\mathbf n$ form a complete set of axes. The polarization sum is therefore $|\mathbf p_{fi}|^2-|\mathbf n\cdot\mathbf p_{fi}|^2$. Since $\int n_in_j\,d\Omega_k=(4\pi/3)\delta_{ij}$, the angular integral is $(4\pi-4\pi/3)|\mathbf p_{fi}|^2=(8\pi/3)|\mathbf p_{fi}|^2$. The factor in front is $\omega/(2\pi c^3)$, and hence

$$w=\frac{4\omega}{3c^3}\,|\mathbf p_{fi}|^2 .$$

The matrix element is now expressed through the force. Let $|i\rangle$ and $|f\rangle$ be eigenstates of the full $H$, with energies $E$ and $E'$. Letting $H$ act to the right in one term and to the left in the other gives

$$\langle f|[\hat{\mathbf p},H]|i\rangle=(E-E')\,\mathbf p_{fi}=\omega\,\mathbf p_{fi}.$$

The kinetic energy commutes with $\hat{\mathbf p}=-i\nabla$, while $[\hat{\mathbf p},V]=-i\nabla V$. Therefore

$$\mathbf p_{fi}=-\frac{i}{\omega}\,(\nabla V)_{fi},\qquad w=\frac{4}{3c^3\omega}\,|(\nabla V)_{fi}|^2 .$$

For scattering states the step to the left is understood for wave packets, which vanish at infinity and leave no surface term. The operator $-\nabla V$ is the acceleration of a particle of unit mass, so this is called the acceleration form; the rate written with $\mathbf p_{fi}$ is the velocity form. Where the position element is well defined, $[\mathbf r,H]=i\hat{\mathbf p}$ gives in the same way $\omega\,\mathbf r_{fi}=i\mathbf p_{fi}$, so that $\omega^2\mathbf r_{fi}=(\nabla V)_{fi}$.

Hydrogen illustrates this last relation. For the 1s and 2p states the angular factors are the same on both sides. The radial functions are $R_{1s}=2e^{-r}$ and $R_{2p}=re^{-r/2}/(2\sqrt6)$, and the energy difference is $3/8$. The radial parts are

$$\left(\frac38\right)^2\int_0^\infty R_{2p}\,r^3R_{1s}\,dr=\int_0^\infty R_{2p}R_{1s}\,dr=0.1814 .$$

On the right, the $1/r^2$ of the force has cancelled the $r^2$ of the volume element.

The gain for bremsstrahlung lies in the order of approximation. In the Born approximation the potential is treated as weak, which for a Coulomb field requires $Z/v\ll1$ and $Z/v'\ll1$. The operator $\nabla V$ is already of first order in $Z$, so the states on either side may be taken to zeroth order, as plane waves. The momentum operator itself has no element between plane waves of different momentum. In the velocity form one must therefore correct both states to first order. Let $\mathbf q=\mathbf p'-\mathbf p$ be the momentum given to the electron, and let

$$\tilde V(q)=\int e^{-i\mathbf q\cdot\mathbf r}V\,d^3r .$$

The corrected initial state contains the plane wave $\mathbf p'$ with amplitude $\tilde V/(E-E')$. The corrected final state contributes the plane wave $\mathbf p$ with amplitude $\tilde V/(E'-E)$. The two contributions add up to

$$\mathbf p_{fi}=\tilde V(q)\left[\frac{\mathbf p'}{E-E'}+\frac{\mathbf p}{E'-E}\right]=\frac{\mathbf q\,\tilde V(q)}{\omega}.$$

An integration by parts gives $(\nabla V)_{fi}=i\mathbf q\tilde V(q)$ between plane waves, and $-i/\omega$ times this is the same expression. The acceleration form thus collects two processes, scattering before emission and scattering after emission, in one integral.

That integral can be done directly. With plane waves of unit density and $\nabla V=Z\mathbf r/r^3$,

$$(\nabla V)_{fi}=Z\int e^{-i\mathbf q\cdot\mathbf r}\,\frac{\mathbf r}{r^3}\,d^3r .$$

By symmetry the result points along $\mathbf q$. Let $\mu$ be the cosine of the angle between $\mathbf r$ and $\mathbf q$. The volume element contributes $2\pi r^2\,dr\,d\mu$, and its $r^2$ cancels the $1/r^2$ of the force. The real part of the exponential is even in $\mu$ and drops out against the factor $\mu$. The component along $\mathbf q$ is

$$-2\pi iZ\int_0^\infty dr\int_{-1}^{1}d\mu\;\mu\sin(qr\mu).$$

Here $\mu\sin(qr\mu)=-(1/q)\,\partial\cos(qr\mu)/\partial r$. The radial integral is therefore a difference of end values of $\int_{-1}^1\cos(qr\mu)\,d\mu=2\sin(qr)/(qr)$. This function equals 2 at $r=0$ and tends to zero at infinity, so the double integral is $2/q$. Hence

$$(\nabla V)_{fi}=-\frac{4\pi iZ}{q}\,\frac{\mathbf q}{q},\qquad |(\nabla V)_{fi}|^2=\frac{16\pi^2Z^2}{q^2}.$$

Comparison with $i\mathbf q\tilde V$ gives the Coulomb transform $\tilde V=-4\pi Z/q^2$.

To pass from a rate to a cross section, one divides by the incoming flux and sums over final electron states. A plane wave of unit density has flux $v$, and the final states of unit density are counted by $d^3p'/(2\pi)^3$. The normalization volume of the electron cancels: each state contributes its inverse to the squared element, the flux contributes another inverse in the denominator, and the count of final states contributes one power. Thus

$$d\sigma=\frac{w}{v}\,\frac{v'^2\,dv'\,d\Omega'}{(2\pi)^3}.$$

At fixed $v$, energy conservation gives $|d\omega|=v'\,dv'$, so that $v'^2dv'=v'\,d\omega$. Inserting the rate and the force element yields

$$\frac{d\sigma}{d\omega\,d\Omega'}=\frac1v\cdot\frac{v'}{8\pi^3}\cdot\frac{4}{3c^3\omega}\cdot\frac{16\pi^2Z^2}{q^2}=\frac{8Z^2}{3\pi c^3\omega}\,\frac{v'}{v}\,\frac1{q^2}.$$

What remains is the integral over the direction of the outgoing electron. With scattering angle $\theta$,

$$q^2=v^2+v'^2-2vv'\cos\theta .$$

Differentiation gives $2q\,dq=2vv'\sin\theta\,d\theta$, and so $d\Omega'=2\pi\sin\theta\,d\theta=2\pi q\,dq/(vv')$. The momentum transfer runs from $v-v'$ in forward scattering to $v+v'$ in backward scattering. Therefore

$$\int\frac{d\Omega'}{q^2}=\frac{2\pi}{vv'}\int_{v-v'}^{v+v'}\frac{dq}{q}=\frac{2\pi}{vv'}\ln\frac{v+v'}{v-v'}.$$

Equal ratios of momentum transfer contribute equally, and the logarithm measures the range that the kinematics allows. Multiplication gives the factor $(8/3\pi)(2\pi)=16/3$, while $v'$ cancels:

$$\frac{d\sigma}{d\omega}=\frac{16}{3}\,\frac{Z^2}{c^3v^2\omega}\,\ln\frac{v+v'}{v-v'}.$$

In these units the classical electron radius is $r_e=1/c^2=\alpha^2$. Then $\alpha r_e^2/\beta^2=c^{-5}c^2/v^2=1/(c^3v^2)$, which turns this expression into the form stated at the beginning. The dependence on $Z^2$ means that, at this order, attraction and repulsion give the same spectrum.

For soft photons, $\omega\ll v^2/2$, the logarithm can be rewritten by multiplying numerator and denominator by $v+v'$:

$$\ln\frac{v+v'}{v-v'}=\ln\frac{(v+v')^2}{2\omega}\;\longrightarrow\;\ln\frac{2v^2}{\omega}.$$

This limit has a classical reading. The Born cross section for elastic scattering follows from the golden rule as

$$\frac{d\sigma_{\rm el}}{d\Omega'}=\frac{2\pi}{v}\,\frac{v}{(2\pi)^3}\,|\tilde V|^2=\frac{4Z^2}{q^4}.$$

When $v'\to v$ at a fixed nonzero scattering angle, the differential bremsstrahlung cross section factorizes:

$$\frac{d\sigma}{d\omega\,d\Omega'}\to\frac{4Z^2}{q^4}\cdot\frac{2q^2}{3\pi c^3\omega}.$$

The second factor is the classical number of photons per unit frequency for a sudden velocity change $\mathbf q$. Indeed, an accelerated unit charge radiates the energy $(2/3c^3)\int a^2dt$. With $\mathbf a_\omega=\int\mathbf a\,e^{i\omega t}dt$, this equals $(2/3\pi c^3)\int_0^\infty|\mathbf a_\omega|^2d\omega$. At frequencies low compared with the inverse collision time, $\mathbf a_\omega$ is simply the total velocity change. Division of the energy per unit frequency by the photon energy $\omega$ gives the stated factor.

The number of soft photons diverges at $\omega\to0$, but the radiated energy stays finite, because $\omega\,d\sigma/d\omega$ grows only logarithmically. The smallest momentum transfer is then $v-v'\approx\omega/v$, which corresponds to distances of order $v/\omega$ from the centre. If electrons screen the charge beyond a radius $a$, the bare Coulomb transform no longer holds for $q\lesssim1/a$. The formula for a bare charge therefore fails for a neutral atom when $\omega\lesssim v/a$.

At the hard end of the spectrum nearly all kinetic energy goes into the photon, and $v'\ll v$. The expansion $\ln[(1+x)/(1-x)]=2(x+x^3/3+\dots)$ with $x=v'/v$ gives

$$\frac{d\sigma}{d\omega}\to\frac{32}{3}\,\frac{Z^2v'}{c^3v^3\omega}.$$

The force element tends to a constant there, and the factor $v'$ comes from the shrinking number of final states. This limit is one of the Born formula, and it still requires $v'\gg Z$. However fast the incoming electron is, the condition fails sufficiently close to the end point.

The total radiated energy gives a further view of the spectrum. Weighting the cross section with $\omega$ removes the $1/\omega$ of the rate, so that

$$\int\omega\,d\sigma=\frac{8Z^2}{3\pi c^3v}\int_{p'<v}\frac{d^3p'}{q^2}.$$

The final momenta fill a ball of radius $v$, and the point $\mathbf p$ lies on its surface. Take $\mathbf q=\mathbf p'-\mathbf p$ as the new variable. The condition $|\mathbf p+\mathbf q|<v$ becomes $q^2+2\mathbf p\cdot\mathbf q<0$. If $\mu$ now denotes the cosine of the angle between $\mathbf q$ and $-\mathbf p$, this means $0<q<2v\mu$. The $q^2$ of the volume element cancels the denominator, and

$$\int_{p'<v}\frac{d^3p'}{q^2}=2\pi\int_0^1d\mu\,(2v\mu)=2\pi v,\qquad \int\omega\,d\sigma=\frac{16Z^2}{3c^3}.$$

The Born value is independent of the speed: at a fixed fraction $\omega/E$ of the initial kinetic energy, $\omega\,d\sigma/d\omega$ falls as $1/v^2$, while the range of photon energies grows as $v^2$. For $Z=1$ the value is $2.07\times10^{-6}$ $a_0^2$ hartree, with $a_0$ the bohr. It is a formal total, since it includes the end of the spectrum where the Born approximation is not valid.

A numerical example with round parameters is $Z=1$, $v=20$ and $v'=12$. The initial kinetic energy is $20^2/2=200$ hartree, and the photon takes $(400-144)/2=128$ hartree, or 3.48 keV. The momentum transfer lies between 8 and 32, so the logarithm is $\ln4=1.3863$. For scattering through a right angle, $q=\sqrt{400+144}=23.32$, and the force element has magnitude $4\pi/23.32=0.539$. The angular integral of $1/q^2$ is $2\pi\times1.3863/240=0.0363$. With $c=137.036$,

$$\frac{d\sigma}{d\omega}=\frac{16}{3}\,\frac{1.3863}{137.036^3\times400\times128}=5.61\times10^{-11}\ a_0^2/\text{hartree},$$

which is 0.058 barn/keV.

The approximations can be judged in the same case. The speed is $0.146\,c$, so relativistic effects are small but not negligible at high precision. The dipole approximation neglects the photon momentum $\omega/c$ beside the momentum transfer. Since $\omega=(v-v')(v+v')/2$, the ratio to the smallest transfer is

$$\frac{\omega/c}{v-v'}=\frac{v+v'}{2c}=0.117 .$$

This ratio is below $v/c$ whenever $v'<v$, so slow motion itself justifies the dipole approximation. The ratio is a measure of the neglected terms in the amplitude; the resulting change of the cross section is not computed here.

The Born parameters are $Z/v=0.05$ and $Z/v'=0.083$. Their effect can be found by keeping the acceleration form and replacing the plane waves with eigenstates in the full Coulomb field. Each state is expanded in spherical harmonics:

$$\psi_{\mathbf p}=\frac{4\pi}{pr}\sum_{lm}i^le^{i\delta_l}u_l(r)\,Y_{lm}(\mathbf r/r)\,Y_{lm}^*(\mathbf p/p).$$

Here $u_l$ is the regular radial solution with unit amplitude at large $r$. The final state has the opposite sign of the phase $\delta_l$. Because $\nabla V$ is a vector along $\mathbf r$, it connects $l$ with $l\pm1$. Integration over $\Omega'$ and averaging over the incoming direction remove the phases and the interference between different pairs of partial waves, by orthogonality of the spherical harmonics.

Let $S_l$ be the sum of $|\langle lm|\mathbf r/r|l-1,m'\rangle|^2$ over $m$ and $m'$. Since $\mathbf r/r$ has unit length, completeness gives $S_l+S_{l+1}=2l+1$. With $S_0=0$ this yields $S_l=l$. The prefactors combine to $(4\pi)^4/(4\pi)=64\pi^3$, and

$$\int d\Omega'\,|(\nabla V)_{fi}|^2=\frac{64\pi^3Z^2}{v^2v'^2}\sum_{l\ge1}l\left(I_{l,l-1}^2+I_{l-1,l}^2\right),\qquad I_{l,l'}=\int_0^\infty\frac{u_l(r)\,u'_{l'}(r)}{r^2}\,dr .$$

The prime on $u'$ marks the final speed. The radial functions were computed from their power series near the centre and by Numerov integration farther out, with $l$ up to 16. The integrals were done by Simpson's rule with a smooth cutoff of the oscillating tail. With free radial functions the sum reproduces the Born logarithm to six digits.

With the attractive Coulomb functions for $Z=1$, the spectrum at $v=20$, $v'=12$ is 1.102 times the Born value. For $Z=1/2$ at the same speeds the factor is 1.052. The excess thus falls nearly in proportion to $Z$, as expected for a first correction to a weak-field result. In both cases it lies close to $\pi Z(1/v'-1/v)$, which is 0.105 for $Z=1$ and half of that for $Z=1/2$. This expression is offered here as a description of the computed values, not as a derived law. In the example the Born formula is therefore about 9% below the nonrelativistic dipole result for the full Coulomb field.

The two limits can be followed at the same initial speed. For $\omega=2$ hartree, one hundredth of the kinetic energy, the logarithm is 5.986 and its soft form $\ln(2v^2/\omega)$ is 5.991. At the other end, for $v'=2$, the logarithm is 0.2007 and its limiting form $2v'/v$ is 0.2000. The expansion is thus accurate, but the physical approximation behind it is not: $Z/v'$ has grown to 0.5, and the partial-wave sum gives 2.82 times the Born value. A small $Z/v$ alone does not secure the Born spectrum; the outgoing electron must also be fast compared with $Z$.
